## Conductivity relaxation of a slab with surface oxygen exchange

### A sheet thin enough to stay uniform

A sheet of a mixed ionic-electronic conductor has thickness $2l$ and faces of area $S$. It is in equilibrium with a gas when the oxygen pressure is changed abruptly. Let $w$ be the fraction of the oxygen composition change still to come, so that $w=1$ at the start and $w=0$ at the end. Suppose that oxygen moves through the sheet so quickly that $w$ is uniform, and that each face exchanges oxygen at a rate proportional to $w$, with coefficient $k$ (a velocity). The volume $2lS$ is then served by two faces:

$$2lS\,\frac{dw}{dt}=-2S\,k\,w,\qquad w=e^{-kt/l}. \tag{1}$$

The relaxation is a single exponential and contains no information on diffusion. To carry the flux $kw$ to the face, a diffusion coefficient $D$ needs a gradient of size $kw/D$ there. Over the distance $l$ this changes $w$ by a fraction of order

$$L=\frac{kl}{D}. \tag{2}$$

Equation (1) therefore requires $L\ll1$. For other values of $L$ the profile must be found.

### The model and its conditions

The sheet occupies $-l<x<l$ and is wide compared with its thickness. With $c$ the oxygen concentration, $c_0$ its initial and $c_\infty$ its final value, define $w(x,t)=(c-c_\infty)/(c_0-c_\infty)$. The temperature is fixed, the new gas is present from $t=0$, and the step is small enough that $D$ and $k$ are constants. Both are chemical coefficients: they give the flux of neutral oxygen, ions with their compensating electronic carriers, in response to a composition difference. They are not tracer coefficients.

The measuring current runs parallel to the faces and is assumed too weak to alter the composition. Layers at different $x$ conduct in parallel, so the conductance is proportional to $\int\sigma\,dx$. If the local conductivity $\sigma$ is linear in $c$, the unrelaxed fraction of the conductance is the thickness average of $w$:

$$\phi(t)=\frac{G(t)-G_\infty}{G_0-G_\infty}=\frac1l\int_0^l w\,dx. \tag{3}$$

Oxygen balance, symmetry about the centre and first-order exchange at the face give

$$\frac{\partial w}{\partial t}=D\frac{\partial^2w}{\partial x^2},\qquad \left.\frac{\partial w}{\partial x}\right|_{0}=0,\qquad -D\left.\frac{\partial w}{\partial x}\right|_{l}=k\,w(l,t). \tag{4}$$

With $\xi=x/l$ and $\tau=Dt/l^2$ these become $w_\tau=w_{\xi\xi}$, $w_\xi(0)=0$ and $w_\xi(1)=-Lw(1)$, with $w=1$ at $\tau=0$. One parameter, $L$, remains.

### The modes

A solution $X(\xi)e^{-\beta^2\tau}$ needs $X''=-\beta^2X$, and zero slope at the centre selects $X=\cos\beta\xi$. The face condition is $-\beta\sin\beta=-L\cos\beta$. Here $\cos\beta$ cannot vanish, since $\sin\beta$ would have to vanish with it, so

$$\beta\tan\beta=L. \tag{5}$$

In the interval from $(n-1)\pi$ to $(n-\tfrac12)\pi$, with $n=1,2,\dots$, the left side has derivative $\tan\beta+\beta/\cos^2\beta>0$ and rises from zero to infinity. It crosses $L$ once. In the remaining intervals the tangent is negative. There is thus one root $\beta_n$ in each interval of the first kind.

It remains to show that these modes suffice, and to find their weights. The Laplace transform $\hat w(\xi,s)=\int_0^\infty w\,e^{-s\tau}d\tau$ does both. It satisfies $s\hat w-1=\hat w''$. With $q=\sqrt s$, the even solution is $\hat w=1/s+B\cosh q\xi$, and the face condition gives

$$Bq\sinh q=-\frac Ls-LB\cosh q,\qquad B=-\frac{L}{s\,(q\sinh q+L\cosh q)}.$$

The average of $\cosh q\xi$ over $0<\xi<1$ is $\sinh q/q$. The transform of $\phi$ is therefore

$$F(s)=\frac1s+B\frac{\sinh q}{q}=\frac1s\left[1-\frac{L}{q\,(q+L\coth q)}\right]. \tag{6}$$

This is even in $q$, so it is a single-valued function of $s$ whose singularities are poles.

**Position of the poles.** Where $q\sinh q+L\cosh q=0$, the function $u=\cosh q\xi$ obeys $u''=su$, $u'(0)=0$ and $u'(1)=-Lu(1)$. Multiplying by $u^*$ and integrating by parts gives

$$-L|u(1)|^2-\int_0^1|u'|^2d\xi=s\int_0^1|u|^2d\xi. \tag{7}$$

Hence $s$ is real and negative; $s=0$ would need a constant $u$ that vanishes at the face. Writing $q=i\beta$ turns the pole condition into $-\beta\sin\beta+L\cos\beta=0$, which is (5). The poles are $s_n=-\beta_n^2$.

At $s=0$ there is no pole. For small $s$, $\sinh q/q\approx1+s/6$ and $q\sinh q+L\cosh q\approx L+s+Ls/2$, so

$$\frac{L\sinh q/q}{q\sinh q+L\cosh q}\approx1+\frac s6-\frac sL-\frac s2=1-s\left(\frac13+\frac1L\right),\qquad F(0)=\frac13+\frac1L. \tag{8}$$

**Completeness.** Take circles $|q|=R=(N+\tfrac12)\pi$ with $N\ge1$, and write $q=a+ib$. Then

$$|\coth q|^2=\frac{\sinh^2a+\cos^2b}{\sinh^2a+\sin^2b}.$$

For $|a|\ge1$ this is at most $\coth^2 1<1.8$. For $|a|<1$, $R-|b|=a^2/(R+|b|)<1/R<0.22$, so $|b|$ is close to $(N+\tfrac12)\pi$, $\cos^2b<\sin^2b$, and the ratio is below one. Thus $|\coth q|<1.4$ on every circle, and for $R>1.4L$

$$|F|\le\frac1{R^2}\left[1+\frac{L}{R(R-1.4L)}\right]\to0\quad\text{as }N\to\infty.$$

The integral of $F(z)/(z-s)$ around $|z|=R^2$ then tends to zero. By the residue theorem $F(s)+\sum_nA_n/(s_n-s)=0$, where $A_n$ is the residue of $F$ at $s_n$, or

$$F(s)=\sum_{n=1}^\infty\frac{A_n}{s+\beta_n^2}. \tag{9}$$

**Weights.** Near a pole the singular part of (6) is $-L/[s\,q\,g]$ with $g=q+L\coth q$. Since $dq/ds=1/(2q)$, $dg/ds=(1-L/\sinh^2q)/(2q)$. Dividing by this derivative, and then using $s=-\beta_n^2$ and $\sinh^2q=-\sin^2\beta_n$,

$$A_n=-\frac{2L}{s\,(1-L/\sinh^2q)}=\frac{2L}{\beta_n^2\,(1+L/\sin^2\beta_n)}.$$

From (5), $\sin^2\beta_n=\tan^2\beta_n/(1+\tan^2\beta_n)=L^2/(\beta_n^2+L^2)$. Therefore

$$\phi(t)=\sum_{n=1}^\infty A_n\,e^{-\beta_n^2Dt/l^2},\qquad A_n=\frac{2L^2}{\beta_n^2(\beta_n^2+L^2+L)}. \tag{10}$$

The weights are positive and fall as $\beta_n^{-4}$, so the series converges even at $t=0$. Its transform, taken term by term, is (9). The relaxation is a sum of exponentials, and it becomes a single one when the faster modes have died out.

### Mean time

The area under $\phi$ follows from $F(0)$ without any roots:

$$\bar t=\int_0^\infty\phi\,dt=\frac{l^2}{D}F(0)=\frac{l^2}{3D}+\frac lk. \tag{11}$$

The diffusion and exchange times add. Since $\bar t/l=1/k+l/(3D)$, sheets of two thicknesses with the same $D$ and $k$ give $D$ from the slope against $l$ and $k$ from the intercept.

### Limits

**Exchange control, $L\ll1$.** With $b=\beta_1^2$, the series of the tangent turns (5) into $b+b^2/3+2b^3/15=L$. Solving order by order,

$$b=L-\frac{L^2}3+\frac{4L^3}{45}+\dots\approx\frac{L}{1+L/3}, \tag{12}$$

where the last form is correct through order $L^2$. The slowest time constant is then approximately $(l^2/D)(1+L/3)/L$, which equals $\bar t$ in (11). For the weight, $A_1=2L^2/[b(b+L+L^2)]$ with

$$b(b+L+L^2)=2L^2\left(1-\frac L3+\frac{4L^2}{45}\right)\left(1+\frac L3+\frac{2L^2}{45}\right)\approx2L^2\left(1+\frac{L^2}{45}\right),$$

so $A_1\approx1-L^2/45$. The linear terms cancel. The shape of the curve differs from a single exponential only at second order in $L$, with a small coefficient, and this is why a thin sheet says little about $D$.

**Diffusion control, $L\gg1$.** Put $\beta_1=\pi/2-\varepsilon$. Then (5) reads $\beta_1=L\tan\varepsilon\approx L\varepsilon$, so $\varepsilon\approx(\pi/2)/(1+L)$ and

$$\beta_1\approx\frac\pi2\,\frac{L}{1+L}. \tag{13}$$

As $L\to\infty$ the slowest rate tends to $\pi^2D/4l^2$ and $A_1$ to $8/\pi^2$. The coefficient $k$ survives in corrections of relative order $1/L$.

**Early times.** Small $\tau$ corresponds to large $q$, where $\coth q\to1$. Then

$$F\approx\frac1s-\frac{L}{s^2(1+L/q)}\approx\frac1s-\frac L{s^2}+\frac{L^2}{s^{5/2}}.$$

The inverse transform of $s^{-5/2}$ is $\tau^{3/2}/\Gamma(5/2)=4\tau^{3/2}/(3\sqrt\pi)$. In the original variables

$$1-\phi\approx\frac{kt}{l}\left[1-\frac{4}{3\sqrt\pi}\,k\sqrt{\frac tD}\right], \tag{14}$$

valid for $t\ll l^2/D$ and $t\ll D/k^2$. The initial slope gives $k$ whatever the value of $L$. The first correction comes from the surface layer approaching equilibrium with the gas before the interior does.

### A worked case

Take a sheet 1.0 mm thick, so $l=0.05$ cm, with $D=1.0\times10^{-5}$ cm²/s and $k=1.0\times10^{-4}$ cm/s. Then $L=10^{-4}\times0.05/10^{-5}=0.50$ and $l^2/D=250$ s.

The first root is $\beta_1=0.6533$, so $\beta_1^2=0.4268$; the estimate (12) gives $0.4286$. The slowest time constant is $250/0.4268=586$ s, against $l/k=500$ s for a uniform sheet. In this mode $w$ at the face is $\cos\beta_1=0.79$ of its central value. The weight is $A_1=0.9956$, and the second mode, with time constant 23 s, has weight $0.0040$.

After 10 s, $\phi=0.9814$, while the first mode alone gives $0.9788$. After 60 s the values are $0.8990$ and $0.8987$, and from 300 s on they agree to five decimals. A direct solution of (4) on 400 cells reproduces the full series to five decimals at 10, 60, 300, 600 and 1800 s. The early law (14) at 10 s gives $1-\phi=0.020\,(1-0.752\times0.10)=0.0185$, against $0.0186$ from the series.

The half-time is 403 s (6.7 min). The mean time is $83.3+500.0=583.3$ s (9.7 min), of which one seventh is due to diffusion. For a 2 mm sheet the mean time is 1333.3 s. The ratios $\bar t/l$ are 11667 and 13333 s/cm; their difference over 0.05 cm gives the slope $3.33\times10^4$ s/cm², hence $D=1.0\times10^{-5}$ cm²/s. The intercept $10^4$ s/cm returns $k=1.0\times10^{-4}$ cm/s. An error of 1 % in the shorter mean time alone would change $\bar t/l$ by 117 s/cm, which is 7 % of that difference.

### What one curve can determine

Let a measured curve carry independent noise of standard deviation $\eta$ at each point. Near the best fit, a change $\delta p$ of the parameters $p=(\ln D,\ln k)$ changes the curve by $J\delta p$, where the columns of $J$ are the derivatives of $\phi$. Least squares gives $\delta p=(J^TJ)^{-1}J^T\epsilon$ for noise $\epsilon$, and averaging over the noise gives the covariance

$$\langle\delta p\,\delta p^T\rangle=\eta^2(J^TJ)^{-1}. \tag{15}$$

For $\eta=0.001$ of the full step and 200 evenly spaced points over five mean times, with $G_0$, $G_\infty$ and the start time taken as known exactly, the standard errors are:

| $L$ | $\ln D$ | $\ln k$ |
|---|---|---|
| 0.05 | 298 % | 5.0 % |
| 0.5 | 4.1 % | 0.7 % |
| 5 | 0.3 % | 0.4 % |
| 50 | 0.1 % | 2.0 % |

The first entry lies far outside the linear regime of (15), so it is not a usable error bar. Such a curve gives only a lower bound on $D$: a value ten times too small is excluded even when $k$ is refitted, while one ten or a hundred times too large fits within the noise. At $L=0.5$, 150 fits to simulated noisy curves scattered by 3.8 % and 0.6 %, in accord with the table. For this noise and sampling, $L$ near 5 serves both coefficients well. With the present $D$ and $k$ it needs $l=0.5$ cm, and by (11) a mean time of $8333+5000$ s, about 3.7 hours. If $G_0$ and $G_\infty$ must be fitted to the same points, the errors of $\ln D$ and $\ln k$ grow to 17 % and 3.0 % at $L=0.5$, 0.8 % and 1.6 % at $L=5$, and 1.6 % and 37 % at $L=50$. At $L=0.05$ a value of $D$ ten times too small then raises the sum of squared residuals by only about $9\eta^2$, against more than $250\eta^2$ with both known. Nearly all of the loss comes from freeing $G_0$, which should therefore be measured well before the step. These errors include noise alone; the systematic errors below can be larger.

### Side faces and gas supply

A bar of half-width $b$ also exchanges oxygen through its sides. With the same $D$ and $k$ on all four faces, the product of two slab solutions, one in $x$ and one in $y$, satisfies the diffusion equation, every face condition and the initial condition. The average over the cross-section factorizes:

$$\phi_{\rm bar}(t)=\phi(t;l)\,\phi(t;b). \tag{16}$$

This holds between voltage probes placed far from the ends. For a width of 5 mm, integrating (16) gives a mean time of 506 s, which is 77 s less than for the sheet. The shift is small beside 583 s but nearly cancels the diffusion part of 83 s. If $k$ were known and (11) were applied to this bar, 6 s would be left for $l^2/(3D)$, and $D$ would come out about fourteen times too large. A bar of this shape should be analysed with (16).

If the gas in the chamber is replaced at a rate $r$, its composition approaches the final one as $1-e^{-rt}$. By linearity the response is a superposition of step responses with starting times weighted by $re^{-rt'}$. A mode of rate $r_n=\beta_n^2D/l^2$ becomes

$$e^{-rt}+\int_0^t re^{-rt'}e^{-r_n(t-t')}dt'=\frac{r\,e^{-r_nt}-r_n\,e^{-rt}}{r-r_n}. \tag{17}$$

Its area is $(r/r_n-r_n/r)/(r-r_n)=1/r_n+1/r$, so flushing adds $1/r$ to the mean time. A well-mixed chamber of 10 cm³ fed with 200 sccm, heated to 1073 K, has $1/r=0.76$ s. The largest change of $\phi$ is 0.0014, comparable with the noise assumed above, but it is systematic. A fit of (10) to the flushed curve of the worked case, sampled as in the table, returns $D$ about 21 % too large and $k$ 3 % too small with no visible misfit. At $L=0.5$ even this fast flush should be included through (17). With an assumed change of 0.01 oxygen per formula unit and a bar 20 mm long, the initial uptake is about 0.1 % of the oxygen supplied at 0.21 atm, so depletion of the gas is negligible here.

### Finite pressure steps

For a finite step the exchange rate need not be linear in $w$. As a model, let the flux into the solid be proportional to $p_f^m-p_s^m$, where $p_f$ is the final gas pressure and $p_s$ the pressure that would be in equilibrium with the surface composition. Let the composition be linear in $\ln p$ between the initial pressure $p_i$ and $p_f$. Then $\ln(p_s/p_f)=w\ln(p_i/p_f)$, and with $y=m\ln(p_f/p_i)$ the driving term is $p_f^m(1-e^{-yw})$. Fixing the prefactor by the slope at $w\to0$, the term $kw$ in (4) is replaced by

$$k\,\frac{1-e^{-yw}}{y},\qquad k\propto p_f^m. \tag{18}$$

The proportionality follows because the flux per unit $w$ is $\propto p_f^m\,y$, while the composition span is proportional to $\ln(p_f/p_i)=y/m$. As $w\to0$ the law is linear again. The late decay therefore keeps the rate set by (5), with $k$ and $D$ of the final state, while the earlier course is no longer given by (10).

For $m=0.5$ and a step from 0.10 to 0.21 atm, $y=0.371$. The initial flux is $(1-e^{-0.371})/0.371=0.84$ of the linear one, and the mean time is 42 s longer, half the diffusion part. A step from 0.19 to 0.21 atm, with the same final $k$, shifts it by 5 s. A small shift of the mean time does not make the shape harmless: a fit of (10) to that curve, sampled as in the table, gives $D$ about 60 % too large and $k$ 7 % too small, because at $L=0.5$ the information on $D$ lies in a departure from a single exponential of less than 0.005.

In the reverse step from 0.21 to 0.10 atm, $k$ at the end is $10^{-4}\times(0.10/0.21)^{0.5}=6.9\times10^{-5}$ cm/s. The linear mean time is 808 s and that of the finite step 750 s, since negative $y$ raises the flux above the linear law. With $D$ fixed, oxidation (625 s) and reduction (750 s) thus differ in this model although the end points are the same.

Two further departures are smaller for the oxidation step. If $D$ is 20 % higher at the start and falls linearly with composition to its final value, the mean time drops by 7 s. If the conductivity varies as $p^{0.1}$ instead of linearly in composition, it rises by 11 s and $\phi$ changes by at most 0.009.

### Relation to a real conductor

The chosen $D$ and $k$ are rough values in the regime of La$_{0.6}$Sr$_{0.4}$Co$_{0.2}$Fe$_{0.8}$O$_{3-\delta}$ near 800 °C. The surface coefficient depends strongly on the state of the surface, so a particular specimen may lie well away from them. With $k$ ten times larger and $D$ unchanged, $L$ would be 5 and the mean time of the 1 mm sheet $83+50=133$ s. The exponents and composition changes used for the corrections are likewise assumptions, not measured properties. Among the departures sized here for a 1 mm specimen, the side faces of a narrow bar matter most for the oxidation run ($-77$ s), followed by the twofold pressure step ($+42$ s). Each is comparable with the 83 s that diffusion adds to the mean time. If $k$ is known and $D$ is drawn from a single mean time through (11), both effects must therefore be excluded or corrected.

With two thicknesses the effects differ. In the model (18), the step from 0.10 to 0.21 atm gives mean times of 625 and 1408 s for sheets of 1 and 2 mm. It changes mainly the intercept of $\bar t/l$: the resulting $D$ is 6 % too large and $k$ is 9 % too small. Side faces spoil the slope itself. For bars 5 mm wide, (16) gives 506 and 1005 s, so $\bar t/l$ falls slightly with thickness and (11) yields no meaningful $D$. The numerical output lists the corrections for the 1 mm specimen.

## Table of computed values

```
D = 1.0e-05 cm2/s, k = 1.0e-04 cm/s, T = 1073 K
thickness = 1.0 mm, width = 5.0 mm
D/k = 1.00 mm, L = k l/D = 0.500
l^2/D = 250.0 s
mode 1: beta = 0.65327, A = 0.995621, time constant = 585.80 s
mode 2: beta = 3.29231, A = 0.003980, time constant = 23.06 s
mode 3: beta = 6.36162, A = 0.000300, time constant = 6.18 s
beta_1^2 = 0.42676, L/(1+L/3) = 0.42857
slowest mode, face/centre ratio of w = 0.7941
t = 10 s: phi = 0.98141, mode 1 only = 0.97877, grid = 0.98141
t = 60 s: phi = 0.89899, mode 1 only = 0.89869, grid = 0.89899
t = 300 s: phi = 0.59660, mode 1 only = 0.59660, grid = 0.59660
t = 600 s: phi = 0.35750, mode 1 only = 0.35750, grid = 0.35750
t = 1800 s: phi = 0.04609, mode 1 only = 0.04609, grid = 0.04609
half-time = 403.5 s = 6.72 min
mean time = 583.3 s = 9.72 min
diffusion part = 83.3 s, exchange part = 500.0 s
grid mean times, 1 and 2 mm sheets = 583.3, 1333.3 s
recovered D = 1.000e-05 cm2/s, k = 1.000e-04 cm/s
fit: noise = 0.001 of the step, 200 points over 5 mean times
L = 0.05: standard error of ln D = 298.44 %, of ln k = 4.97 %
L = 0.5: standard error of ln D = 4.11 %, of ln k = 0.68 %
L = 5.0: standard error of ln D = 0.26 %, of ln k = 0.42 %
L = 50.0: standard error of ln D = 0.13 %, of ln k = 2.00 %
150 noisy fits at L = 0.5: scatter ln D = 3.84 %, ln k = 0.64 %
side faces: mean time = 506.0 s, shift = -77.3 s
chamber = 10 cm3, flow = 200 sccm
gas flush time = 0.76 s, largest change of phi = 0.00142
cell edge = 0.39 nm, oxygen change = 0.01 per formula, bar length = 20 mm
oxygen uptake at start / gas supply = 0.00108
rate-law exponent = 0.50
step 0.10 to 0.21 atm: y = 0.3710, mean-time shift = 41.9 s
step 0.19 to 0.21 atm: y = 0.0500, mean-time shift = 5.4 s
step 0.21 to 0.10 atm: k at end = 6.90e-05 cm/s, y = -0.3710
  mean time: linear = 807.9 s, finite step = 750.4 s
D higher by 20 % at the start: mean-time shift = -6.9 s
conductivity ~ p^0.1, step 0.10 to 0.21 atm: shift = 10.9 s, max change = 0.0092
```
